# Chern Number Modulo n from Rotation Eigenvalues of Occupied Bands

## What symmetry fixes

In a two-dimensional crystal with an $n$-fold rotation axis, the Berry curvature takes the same value at $\mathbf k$ and at the rotated point $R\mathbf k$. One $n$-th of the Brillouin zone therefore carries the flux $2\pi C/n$, where $C$ is the Chern number. The Berry phase around the boundary of that region is known modulo $2\pi$, so it determines $e^{2\pi iC/n}$, that is, $C$ modulo $n$. The edges of the boundary are related in pairs by symmetry and are traversed in opposite senses. Their contributions cancel, apart from the symmetry operators that relate them. The result must then be a product of rotation eigenvalues at the rotation centres that lie on the boundary.

The assumptions are as follows. The rotation angle is $2\pi/n$ with $n=2,3,4,6$, the electrons are described by a band Hamiltonian, and $N$ occupied bands are separated from the empty ones at every $\mathbf k$. Time reversal is not assumed; if present, it forces $C=0$. The counterclockwise rotation operator obeys

$$\hat C_n^{\,n}=(-1)^F,\qquad \hat C_m=\hat C_n^{\,n/m},$$

with $F=0$ for spinless and $F=1$ for spinful electrons. The second relation defines the lower-order rotations and must be respected in code, since an independent choice of their phases can change the result: for $n=4$, replacing $\hat C_2$ by $-\hat C_2$ multiplies the product by $(-1)^N$. The sign of $C$ is set by

$$\mathbf A=i\sum_{\rm occ}\langle u|\nabla_{\mathbf k}u\rangle,\quad \Omega=\partial_xA_y-\partial_yA_x,\quad C=\frac1{2\pi}\int_{\rm BZ}\Omega\,d^2k .$$

Let $\eta,\xi,\theta,\zeta$ be the eigenvalues of the 6-, 4-, 3- and 2-fold rotations on occupied Bloch states. The formulas to be derived are

$$\begin{aligned}
n=2:&\quad (-1)^C=\prod\zeta(\Gamma)\zeta(X)\zeta(Y)\zeta(M)\\
n=3:&\quad e^{2\pi iC/3}=\prod(-1)^F\theta(\Gamma)\theta(K)\theta(K')\\
n=4:&\quad i^{\,C}=\prod(-1)^F\xi(\Gamma)\xi(M)\zeta(X)\\
n=6:&\quad e^{i\pi C/3}=\prod(-1)^F\eta(\Gamma)\theta(K)\zeta(M)
\end{aligned}$$

Each product runs over the occupied bands, so the total spin factor is $(-1)^{FN}$ for $n=3,4,6$. Reversing the sign of $\mathbf A$ or the sense of rotation replaces $C$ by $-C$.

## Operators on cell-periodic states

Let $u_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\psi_{\mathbf k}$ and $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. The rotation acts on position by $\hat C f(\mathbf r)\hat C^{-1}=f(R^{-1}\mathbf r)$. Because $\mathbf k\cdot R^{-1}\mathbf r=R\mathbf k\cdot\mathbf r$ and $\hat C$ commutes with $H$,

$$\hat CH(\mathbf k)\hat C^{-1}=H(R\mathbf k).$$

With $V(\mathbf G)=e^{-i\mathbf G\cdot\mathbf r}$ for a reciprocal vector $\mathbf G$, similarly,

$$V(\mathbf G)H(\mathbf k)V(\mathbf G)^{-1}=H(\mathbf k+\mathbf G),\qquad \hat CV(\mathbf G)\hat C^{-1}=V(R\mathbf G).$$

Neither operator depends on $\mathbf k$. They map the occupied space $E_{\mathbf k}$ to $E_{R\mathbf k}$ and $E_{\mathbf k+\mathbf G}$. In a tight-binding basis, $V(\mathbf G)$ is diagonal with entries $e^{-i\mathbf G\cdot\mathbf r_a}$, where $\mathbf r_a$ is the orbital position measured from the rotation axis.

Let $\mathbf K$ be a rotation centre of order $m$, so that $\mathbf K-R_m\mathbf K$ is a reciprocal vector. Rotating $\psi=e^{i\mathbf K\cdot\mathbf r}u$ gives

$$\hat C_m\psi=e^{iR_m\mathbf K\cdot\mathbf r}\hat C_mu=e^{i\mathbf K\cdot\mathbf r}\,V(\mathbf K-R_m\mathbf K)\hat C_mu .$$

The operator whose eigenvalues enter the formulas is therefore

$$c_m(\mathbf K)=V(\mathbf K-R_m\mathbf K)\,\hat C_m .$$

An operator $V(\mathbf G)\hat C_m$ sends $\mathbf K$ to $R_m\mathbf K+\mathbf G$, so the requirement that it fix $\mathbf K$ determines $\mathbf G$. Products of such operators have the same form. Hence a product that fixes $\mathbf K$ is identified by its rotation part alone. In particular, $c_m(\mathbf K)^m=\hat C_m^m=(-1)^F$.

## Berry phase of one n-th of the zone

Let $W_{b\leftarrow a}$ be the limit of the ordered product of occupied-space projectors along a path from $a$ to $b$. It maps $E_a$ to $E_b$, and the reversed path gives its inverse. For one small step its matrix is $\langle u_i(\mathbf k+d\mathbf k)|u_j(\mathbf k)\rangle$, with determinant

$$1+\sum_{\rm occ}\langle\nabla u|u\rangle\cdot d\mathbf k
=1-\sum_{\rm occ}\langle u|\nabla u\rangle\cdot d\mathbf k=1+i\mathbf A\cdot d\mathbf k .$$

The middle step uses the constancy of $\langle u|u\rangle$. On a simply connected region $D$ a smooth basis of occupied states exists, and Stokes' theorem gives, for a counterclockwise boundary,

$$\det W(\partial D)=\exp\Big(i\oint_{\partial D}\mathbf A\cdot d\mathbf k\Big)=\exp\Big(i\int_D\Omega\,d^2k\Big).$$

For any $g=V(\mathbf G)\hat C_m$, conjugating every projector gives

$$gW_{b\leftarrow a}g^{-1}=W_{gb\leftarrow ga}.$$

Conjugation preserves the determinant, and a rotation preserves area and orientation. Applied to a small loop, this shows $\Omega(R\mathbf k)=\Omega(\mathbf k)$. If $D$ and its rotated copies cover the zone once, up to reciprocal vectors, then $\int_D\Omega\,d^2k=2\pi C/n$ and

$$e^{2\pi iC/n}=\det W(\partial D).$$

## Three-, four- and sixfold axes

Take $D$ with the counterclockwise boundary $\Gamma\to P\to Q\to P'\to\Gamma$. Here $P'=RP$, and $P'$ is also the image of $P$ under the clockwise rotation $g=c_m(Q)^{-1}$ about $Q$. For the hexagonal lattice, let $K_0,K_1,K_2$ be successive zone corners, counterclockwise, with $K=K_0$ and $K'=K_1$.

| $n$ | $P$ | $Q$ | $P'$ | $m$ | $p$ |
|---|---|---|---|---|---|
| 3 | $K_0$ | $K_1$ | $K_2$ | 3 | 3 |
| 4 | $X$ | $M$ | $Y$ | 4 | 2 |
| 6 | $K_0$ | $M=(K_0+K_1)/2$ | $K_1$ | 2 | 3 |

The integer $p$ is the order of the centre $P$. For $n=3$, the vectors $P-Q$ and $P'-Q$ point at $-60^\circ$ and $-180^\circ$, a turn of $-120^\circ$. For $n=4$ they point at $-90^\circ$ and $-180^\circ$, a turn of $-90^\circ$. For $n=6$, $Q$ is the midpoint of $P$ and $P'$, so the turn is $-180^\circ$. The regions are two of the six triangles of the hexagon, one quarter of the square, and one triangle of the hexagon.

The last two edges follow from the first two by covariance:

$$W_{\Gamma\leftarrow P'}=\hat C_nW_{\Gamma\leftarrow P}\hat C_n^{-1},\qquad W_{P'\leftarrow Q}=gW_{P\leftarrow Q}g^{-1}.$$

The loop operator becomes

$$W=\hat C_n\,W_{\Gamma\leftarrow P}\,(\hat C_n^{-1}g)\,W_{P\leftarrow Q}\,g^{-1}\,W_{Q\leftarrow P}\,W_{P\leftarrow\Gamma}.$$

Here $\hat C_n$ acts within $E_\Gamma$, $\hat C_n^{-1}g$ takes $P\to P'\to P$ and acts within $E_P$, and $g^{-1}=c_m(Q)$ acts within $E_Q$. Choose one basis in each of the three spaces. Every factor is then an $N\times N$ matrix, the determinants multiply, and each transport cancels its inverse:

$$\det W=\det_\Gamma(\hat C_n)\;\det_P(\hat C_n^{-1}g)\;\det_Q(c_m).$$

The rotation part of $\hat C_n^{-1}g$ is $\hat C_n^{-1}\hat C_m^{-1}=\hat C_n^{-1-n/m}$. In all three rows of the table,

$$\frac1n+\frac1m+\frac1p=1,$$

so $-1-n/m=n/p-n$, and

$$\hat C_n^{-1}\hat C_m^{-1}=\hat C_n^{\,n/p}\,\hat C_n^{-n}=(-1)^F\hat C_p .$$

Since the operator fixes $P$, it equals $(-1)^Fc_p(P)$. Its determinant supplies one factor $(-1)^F$ per occupied band, and the formulas for $n=3,4,6$ follow. The spin factor is thus the sign of one full turn, accumulated over the three rotation centres $\Gamma$, $P$ and $Q$.

## Twofold axis

A twofold axis allows an oblique lattice. Let $X=\mathbf b_1/2$, $Y=\mathbf b_2/2$, $M=X+Y$, with $\mathbf b_1,\mathbf b_2$ in counterclockwise order. Half the zone is the parallelogram with corners $Y_-=Y-\mathbf b_2$, $M_-=M-\mathbf b_2$, $M$, $Y$. Its boundary also passes through $X$ and $\Gamma$:

$$W=W_{Y_-\leftarrow\Gamma}W_{\Gamma\leftarrow Y}W_{Y\leftarrow M}W_{M\leftarrow X}W_{X\leftarrow M_-}W_{M_-\leftarrow Y_-}.$$

With $h=c_2(X)=V(\mathbf b_1)\hat C_2$, which sends $\mathbf k$ to $\mathbf b_1-\mathbf k$ and hence $M$ to $M_-$,

$$\begin{aligned}
W_{Y_-\leftarrow\Gamma}&=\hat C_2W_{Y\leftarrow\Gamma}\hat C_2^{-1},\\
W_{X\leftarrow M_-}&=hW_{X\leftarrow M}h^{-1},\\
W_{M_-\leftarrow Y_-}&=V(-\mathbf b_2)W_{M\leftarrow Y}V(\mathbf b_2).
\end{aligned}$$

Moving the last factor $V(\mathbf b_2)$ cyclically to the front does not alter the determinant. The transports cancel in pairs, leaving

- at $Y$: $V(\mathbf b_2)\hat C_2=c_2(Y)$;
- at $\Gamma$: $\hat C_2^{-1}$;
- at $X$: $h=c_2(X)$;
- at $M$: $h^{-1}V(-\mathbf b_2)=[V(\mathbf b_1+\mathbf b_2)\hat C_2]^{-1}=c_2(M)^{-1}$.

Therefore

$$(-1)^C=\prod\frac{\zeta(X)\zeta(Y)}{\zeta(\Gamma)\zeta(M)} .$$

Since $\zeta^2=(-1)^F$, each inverse is $\zeta^{-1}=(-1)^F\zeta$. The two spin factors cancel, which gives the stated formula.

## Limiting cases and loss of information

**Isolated orbital.** For an uncoupled orbital on the axis with $\hat C_n$ eigenvalue $\lambda$, $u$ does not depend on $\mathbf k$ and $C=0$. The eigenvalue product is $\lambda^{1+n/m+n/p}=\lambda^n=(-1)^F$. The spin factor turns it into 1, as required. For $n=2$ the product is $\lambda^4=1$ without any factor.

**Change of labels.** Replacing $\hat C_n$ by $e^{i\pi/n}\hat C_n$ converts $F=1$ into $F=0$. For $n=3,4,6$ the eigenvalue product gains $e^{i\pi(1/n+1/m+1/p)}=-1$ per band, which replaces the spin factor. The Hamiltonian and $C$ are unchanged.

**Gap closings.** If the gap closes and reopens at $\Gamma$, exchanging an occupied eigenvalue $\lambda$ for $\lambda'$, the formulas for $n=3,4,6$ give $e^{2\pi i\Delta C/n}=\lambda'/\lambda$. A closing at a generic point occurs at all $n$ rotated points, with equal flux changes. It changes $C$ by a multiple of $n$ and leaves the eigenvalues unaltered, so the formulas cannot detect it. If the gap is closed at some $\mathbf k$ away from the centres, the product can still be evaluated, but $C$ is undefined. The gap must therefore be established separately.

## Square-lattice example

Take lattice constant 1, energies in units of the hopping, both orbitals on the axis, and

$$H=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+(\mu-\cos k_x-\cos k_y)\sigma_z,\qquad \hat C_4=e^{-i\pi\sigma_z/4}.$$

The operator $\hat C_4$ turns $(\sigma_x,\sigma_y)$ by $90^\circ$, as $(\sin k_x,\sin k_y)$ turns when $\mathbf k$ does, and $\hat C_4^4=-1$, so $F=1$. The gap can close only where both sines vanish. There the coefficient of $\sigma_z$ is $\mu-2$ at $\Gamma$, $\mu$ at $X$ and $Y$, and $\mu+2$ at $M$. The gap is open unless $\mu=2,0,-2$.

The lower band has $\sigma_z$ opposite in sign to this coefficient. Its eigenvalues are $\xi=e^{-i\pi\sigma_z/4}$ and $\zeta=e^{-i\pi\sigma_z/2}=-i\sigma_z$. At $\mu=1$ the coefficients are $-1,1,3$, so $\sigma_z=+1,-1,-1$ at $\Gamma,X,M$:

$$\xi(\Gamma)=0.7071-0.7071i,\quad \xi(M)=0.7071+0.7071i,\quad \zeta(X)=i .$$

$$i^{\,C}=(-1)\,\xi(\Gamma)\xi(M)\zeta(X)=(-1)(1)(i)=-i\;\Rightarrow\;C\equiv-1\pmod 4 .$$

With spinless labels, $\hat C_4\to e^{i\pi/4}\hat C_4$, the eigenvalues are $1,\,i,\,-1$ at $\Gamma,M,X$. Their product is again $-i$, now without a spin factor.

The integer itself is not fixed by the eigenvalues or by the boundary phase. It needs information from the interior of the zone. One route is the area integral of $\Omega$, over the whole zone or, equivalently, $n$ times the integral over $D$. Inserting $\langle m|\partial_j u_l\rangle=\langle m|\partial_jH|l\rangle/(E_l-E_m)$, for $l$ occupied and $m$ empty, into $\Omega=-2\,{\rm Im}\sum_{\rm occ}\langle\partial_xu|\partial_yu\rangle$ gives

$$\Omega=-2\,{\rm Im}\sum_{l\,{\rm occ},\,m\,{\rm empty}}\frac{\langle l|\partial_xH|m\rangle\langle m|\partial_yH|l\rangle}{(E_l-E_m)^2}.$$

Intermediate occupied states drop out because their sum is real. Summing $\Omega$ on a $60\times60$ grid gives $C=-1.000000$.

| $\mu$ | $\xi(\Gamma)$ | $\xi(M)$ | $\zeta(X)$ | $i^{\,C}$ | $C$ from $\Omega$ |
|---|---|---|---|---|---|
| $-1$ | $e^{-i\pi/4}$ | $e^{i\pi/4}$ | $-i$ | $i$ | 1 |
| $1$ | $e^{-i\pi/4}$ | $e^{i\pi/4}$ | $i$ | $-i$ | $-1$ |
| $3$ | $e^{i\pi/4}$ | $e^{i\pi/4}$ | $i$ | $1$ | 0 |

Between $\mu=1$ and 3 the gap closes at $\Gamma$; the eigenvalue ratio is $i$ and $\Delta C=1$. Between $\mu=-1$ and 1 it closes at $X$ and $Y$ together. The factor $\zeta(X)$ changes sign, which means $\Delta C\equiv2\pmod 4$, and the actual change is $-2$.

## Honeycomb example with sites off the axis

In the Haldane model with equal sublattices, the sixfold axis passes through a hexagon centre. Take $\mathbf a_1=(1,0)$, $\mathbf r_A=(\tfrac12,\tfrac1{2\sqrt3})$ and $\mathbf r_B=(0,\tfrac1{\sqrt3})$, with nearest-neighbour hopping $t_1=-1$, second-neighbour hopping $t_2=0.2$ and phase $\phi=\pi/2$:

$$H_{BA}=t_1\sum_{\boldsymbol\delta}e^{-i\mathbf k\cdot\boldsymbol\delta},\qquad H_{AA}=-H_{BB}=-2t_2\sum_{\mathbf v}\sin\mathbf k\cdot\mathbf v .$$

Here $\boldsymbol\delta$ is $\mathbf r_B-\mathbf r_A$ and its two $120^\circ$ rotations, and $\mathbf v$ is $\mathbf a_1$ and its two. The operator $\hat C_6$ swaps $A$ and $B$, so $F=0$, $\hat C_3=1$, and $\hat C_2$ is again the swap.

- At $\Gamma$, $H_{BA}=-3$ and the diagonal vanishes. The lower state is $(1,1)/\sqrt2$, so $\eta=1$.
- At $K=(4\pi/3,0)$, $H_{BA}=0$ and $H_{AA}=3\sqrt3\,t_2>0$, so the lower state is on $B$. With $\mathbf G=K-R_3K=(2\pi,-2\pi/\sqrt3)$, $\mathbf G\cdot\mathbf r_B=-2\pi/3$ and $\theta=e^{2\pi i/3}=-0.5000+0.8660i$.
- At $M=(\pi,\pi/\sqrt3)$, the diagonal vanishes and $H_{BA}=-e^{i\pi/3}$. The lower state is proportional to $(1,e^{i\pi/3})$. The swap gives $(e^{i\pi/3},1)$. Then $V(2M)$, with entries $e^{2\pi i/3}$ and $e^{-2\pi i/3}$, gives $-(1,e^{i\pi/3})$. Hence $\zeta=-1$.

The product is

$$e^{i\pi C/3}=(1)\,e^{2\pi i/3}\,(-1)=e^{-i\pi/3}=0.5000-0.8660i,$$

so $C\equiv-1\pmod 6$. The same curvature sum gives $-1.000000$. At $K$ the whole eigenvalue comes from $V(\mathbf G)$. Omitting it there would set $\theta=1$ and give $C\equiv3$, so when $H(\mathbf k)$ is written in this convention the factor $V(\mathbf G)$, which carries the orbital positions, cannot in general be dropped from the rotation operator. In the square example both orbitals lie on the axis and $V(\mathbf G)=1$.

Numerical values quoted here were computed with a short program.
